# Photon Recoil and Doppler Shifts in One- and Two-Photon Hydrogen Excitation

## Problem

A free hydrogen atom absorbs light and passes from its ground state $g$ to a level with $n=2$. The atom must take up the momentum of the light as well as its energy, so the resonant frequency depends on how the atom moves before and after absorption.

(a) The atom is at rest and absorbs one Lyman-alpha photon. By how much does the resonant frequency differ from the internal energy difference divided by $h$?

(b) The atom moves at $v=3000$ m/s. Find the shift to second order in $v/c$, and show that the second-order Doppler shift follows from the mass of the internal excitation energy.

(c) The atom instead absorbs two photons of equal frequency from opposite directions. Which of these shifts disappear, and which remain?

**Conventions.** The rest masses of the atom in its two internal states are $M_g$ and $M_e$. An atom with zero total momentum has energy $Mc^2$, and this includes its internal energy. The excited atom is therefore heavier, and we define $\nu_0$ by

$$h\nu_0=(M_e-M_g)c^2 .$$

Frequencies without a prime are measured in the laboratory. The velocity $v$ is that before absorption, $\beta=v/c$, $\gamma=1/\sqrt{1-\beta^2}$, and $\theta$ is the angle between the velocity and the direction in which the light travels. The light is a plane wave, and shifts of the levels by the light itself are left out. We seek line centres, not line widths.

**Input.** In the Schrödinger model with reduced mass $\mu$, the levels are $-hcR_\infty(\mu/m_e)/n^2$, so that

$$\nu_0=\left(1-\frac14\right)cR_\infty\frac{\mu}{m_e}=2.46604\times10^{15}\ \text{Hz}.$$

The corresponding energy is $h\nu_0=10.1987$ eV, and the rest energy is $M_gc^2=938.783$ MeV. The model omits fine structure and the Lamb shift. It gives 2S and 2P the same energy, so one value of $\nu_0$ serves both for the one-photon line 1S–2P and for the two-photon line 1S–2S. Two photons lead to 2S because each electric-dipole step reverses the parity of the state.

## First estimate by scaling

The photon momentum is $h\nu_0/c$. A body of mass $M$ with momentum $p$ has kinetic energy of order $p^2/M$, so the recoil shift should be of order

$$\frac{1}{h}\,\frac{(h\nu_0/c)^2}{M_g}=\nu_0\,\frac{h\nu_0}{M_gc^2}.$$

The ratio of energies is $10.1987/(938.783\times10^6)=1.086\times10^{-8}$, and the estimate is 26.8 MHz.

For a moving atom, the momentum $p=M_gv$ combines with the photon momentum to give an energy of order $p(h\nu_0/c)/M_g=h\nu_0\beta$. With $\beta=1.0007\times10^{-5}$ this first-order Doppler shift is about 24 700 MHz.

The excitation also raises the mass by the fraction $h\nu_0/(M_gc^2)$. At fixed momentum, a kinetic energy of order $M_gv^2$ then falls by the same fraction, which is an energy of order

$$M_gv^2\,\frac{h\nu_0}{M_gc^2}=h\nu_0\beta^2 .$$

This corresponds to a downward shift of about 0.247 MHz.

Two opposite photons of equal frequency bring no net momentum. The first two effects need a momentum transfer and the third does not. The estimate therefore predicts that recoil and the first-order Doppler shift vanish in case (c), while the second-order shift remains.

Scaling cannot supply the numerical factors. It also leaves open whether the recoil cancels completely for a moving atom, in whose rest frame the two photon momenta need not cancel.

## Exact solution

### One photon, atom at rest

After absorption the atom has momentum $h\nu/c$ and rest mass $M_e$. Energy conservation reads

$$M_gc^2+h\nu=\sqrt{M_e^2c^4+h^2\nu^2}.$$

Squaring both sides gives

$$M_g^2c^4+2M_gc^2h\nu+h^2\nu^2=M_e^2c^4+h^2\nu^2 .$$

The terms $h^2\nu^2$ cancel. Solving for $h\nu$ and factoring the difference of squares, we find

$$h\nu=\frac{(M_e^2-M_g^2)c^2}{2M_g}=(M_e-M_g)c^2\,\frac{M_e+M_g}{2M_g}.$$

The first factor is $h\nu_0$. In the second, $M_e+M_g=2M_g+h\nu_0/c^2$. Hence

$$\nu=\nu_0(1+r),\qquad r=\frac{h\nu_0}{2M_gc^2}.$$

No approximation has been made within the stated conservation laws. The numbers are

$$r=\frac{10.1987}{2\times938.783\times10^6}=5.432\times10^{-9},$$

$$\nu-\nu_0=r\nu_0=13.4\ \text{MHz}.$$

This is the recoil shift of Lyman-alpha, equivalent to $5.54\times10^{-8}$ eV. It is positive because the photon must pay for the motion of the atom as well as for the excitation.

The Newtonian reading is direct. The atom acquires the speed $h\nu/(M_ec)\approx2rc=3.26$ m/s, and its kinetic energy $(h\nu)^2/(2M_ec^2)$ agrees with $h\nu_0r$ up to a relative correction of order $r^2$, because the first-order corrections from $\nu=\nu_0(1+r)$ and $M_e=M_g(1+2r)$ cancel.

Emission from an excited atom at rest shifts the line the other way. The balance is now

$$M_ec^2-h\nu=\sqrt{M_g^2c^4+h^2\nu^2}.$$

Squaring and cancelling $h^2\nu^2$ as before gives

$$h\nu=\frac{(M_e^2-M_g^2)c^2}{2M_e}=h\nu_0\left(1-\frac{h\nu_0}{2M_ec^2}\right),$$

where $M_e+M_g=2M_e-h\nu_0/c^2$ was used. Part of the released energy goes into the motion of the atom, so the photon receives less than $h\nu_0$. The absorption and emission lines of atoms initially at rest lie 26.8 MHz apart.

### One photon, moving atom: the role of the mass

For $\beta\ll1$ we use Newtonian kinetic energy, but give each internal state its own mass. With photon momentum $\hbar\mathbf k$, where $\hbar k=h\nu/c$, energy conservation is

$$M_gc^2+\frac{p^2}{2M_g}+h\nu=M_ec^2+\frac{(\mathbf p+\hbar\mathbf k)^2}{2M_e}.$$

Expanding the square and using the definition of $\nu_0$,

$$h\nu=h\nu_0+\left(\frac{p^2}{2M_e}-\frac{p^2}{2M_g}\right)+\frac{\mathbf p\cdot\hbar\mathbf k}{M_e}+\frac{\hbar^2k^2}{2M_e}.$$

The last term is the recoil energy $rh\nu_0$ to leading order. The scalar product is $p(h\nu/c)\cos\theta$, and with $p\approx M_gv$ the third term becomes $h\nu\beta\cos\theta$, the first-order Doppler term. The bracket is

$$\frac{p^2}{2}\,\frac{M_g-M_e}{M_gM_e}=-\frac{p^2}{2M_gM_e}\,\frac{h\nu_0}{c^2}\approx-\frac{v^2}{2c^2}\,h\nu_0 .$$

In the last step $M_e$ was replaced by $M_g$ in the denominator, which costs a relative error of order $r$. This is the second-order Doppler shift, $-\nu_0\beta^2/2$. It comes from the larger mass of the excited atom: the same momentum carries less kinetic energy when the mass is larger, and the photon has to supply that much less. If the mass were held fixed, the bracket would be zero.

The Newtonian form is sufficient at this order. The next term of the kinetic energy is $-p^4/(8M^3c^2)$. Its change when $p$ grows by $\hbar k$ is of order $h\nu\beta^3$, and its change with the mass is of order $h\nu_0\beta^4$.

### One photon, moving atom: the full formula

Now let $E_g=\gamma M_gc^2$ be the initial energy and $pc=\gamma M_gc^2\beta$ the initial momentum times $c$. The final energy and momentum must belong to a body of rest mass $M_e$:

$$(E_g+h\nu)^2=M_e^2c^4+p^2c^2+2pc\,h\nu\cos\theta+h^2\nu^2 .$$

Expand the left side, cancel $h^2\nu^2$, and use $E_g^2-p^2c^2=M_g^2c^4$:

$$2h\nu\,(E_g-pc\cos\theta)=(M_e^2-M_g^2)c^4 .$$

By the result for the atom at rest, the right side equals $2M_gc^2\,h\nu_0(1+r)$. The bracket on the left is $\gamma M_gc^2(1-\beta\cos\theta)$. Dividing,

$$\nu=\frac{\nu_0(1+r)}{\gamma(1-\beta\cos\theta)} .$$

The same formula can be read in the atom's initial rest frame. There the photon has the frequency $\nu'=\gamma\nu(1-\beta\cos\theta)$, and resonance requires $\nu'=\nu_0(1+r)$, the condition for an atom at rest. The factor $1/\gamma$ is time dilation. The mass argument and time dilation are thus two descriptions of one shift, and they must not be added.

To expand, use $1/\gamma=1-\beta^2/2-\dots$ and $1/(1-x)=1+x+x^2+\dots$ with $x=\beta\cos\theta$. Then

$$\frac{\nu}{\nu_0}=1+\beta\cos\theta+\beta^2\cos^2\theta-\frac{\beta^2}{2}+r+\dots$$

The omitted terms are of order $\beta^3$ and $\beta r$. The term $\beta^2\cos^2\theta$ is not a second mass effect. It arises because the photon momentum is proportional to the shifted frequency $\nu$, not to $\nu_0$.

At 3000 m/s the separate pieces are $\nu_0\beta=24\,677.456$ MHz, $\nu_0\beta^2/2=0.123$ MHz and $r\nu_0=13.395$ MHz. The digits are kept only so that the small terms can be followed within the model. The omitted fine structure and Lamb shift change $\nu_0$ by a relative amount of order $10^{-5}$, and hence $\nu_0\beta$ by a few tenths of a MHz, so for real hydrogen the totals along and against the motion are not known to these digits. Three directions show how the pieces combine.

- Light along the motion, $\cos\theta=1$: the quadratic terms give $\beta^2-\beta^2/2=+\beta^2/2$. The shift is $24\,677.456+0.123+13.395=24\,690.974$ MHz from the rounded pieces, and $24\,690.975$ MHz from the full formula.
- Light against the motion, $\cos\theta=-1$: the shift is $-24\,677.456+0.123+13.395=-24\,663.94$ MHz.
- Light across the motion, $\cos\theta=0$: the shift is $13.395-0.123=13.272$ MHz.

In the third case the first-order Doppler shift is absent, and the mass effect appears as the difference from the recoil shift of an atom at rest, $13.272-13.395=-0.123$ MHz. A numerical solution of the Newtonian balance with the changed mass also gives 13.272 MHz. With the mass frozen it gives 13.395 MHz, and the second-order shift is missing.

The first two cases show that averaging two separate one-photon resonances is no substitute for a two-photon transition. Their mean is $13.395+0.123=13.52$ MHz. The first-order Doppler shift has dropped out, but the recoil is still present, and the second-order contribution has the opposite sign to that found across the motion.

### Two opposite photons

Absorption of a photon multiplies the centre-of-mass state by $e^{i\mathbf k\cdot\mathbf R}$, where $\mathbf R$ is the centre-of-mass position. Acting on a plane wave of momentum $\mathbf p$, this factor produces one of momentum $\mathbf p+\hbar\mathbf k$. For two photons of equal frequency from opposite directions,

$$e^{i\mathbf k\cdot\mathbf R}\,e^{-i\mathbf k\cdot\mathbf R}=1 .$$

The final momentum equals the initial one, whichever photon is absorbed first. The atom does carry momentum $\mathbf p\pm\hbar\mathbf k$ in the intermediate step, but the resonance condition compares the energies of the initial and final states. In the Newtonian balance, $\hbar\mathbf k$ is replaced by the total photon momentum, which is zero. The terms $\mathbf p\cdot\hbar\mathbf k/M_e$ and $\hbar^2k^2/(2M_e)$ therefore both vanish, and the mass term stays.

The relativistic balance confirms this and fixes the corrections. With $E_{g,e}=\sqrt{M_{g,e}^2c^4+p^2c^2}$ at the same $p$,

$$2h\nu=E_e-E_g=\frac{E_e^2-E_g^2}{E_e+E_g}.$$

The terms $p^2c^2$ cancel in the numerator, which leaves $(M_e^2-M_g^2)c^4=h\nu_0(M_e+M_g)c^2$. Thus

$$2\nu=\nu_0\,\frac{(M_e+M_g)c^2}{E_e+E_g}.$$

The angle between the beams and the velocity does not appear. For an atom at rest $E_e+E_g=(M_e+M_g)c^2$, and so $2\nu=\nu_0$: the recoil shift is exactly zero. The laser wavelength is then $2c/\nu_0=243.1$ nm, twice that of Lyman-alpha in this model.

For a moving atom, regard the energy as a function of the rest energy $m=Mc^2$ at fixed $p$, that is $E(m)=\sqrt{m^2+p^2c^2}$. Its derivatives at $m=M_gc^2$ are

$$E'=\frac{m}{E}=\frac1\gamma,\qquad E''=\frac1E-\frac{m^2}{E^3}=\frac{p^2c^2}{E^3}=\frac{\beta^2}{\gamma M_gc^2}.$$

A Taylor expansion in the step $h\nu_0$ gives $2h\nu=h\nu_0E'+\tfrac12(h\nu_0)^2E''+\dots$, so that

$$2\nu=\frac{\nu_0}{\gamma}\left(1+\beta^2r+\dots\right)\approx\nu_0\left(1-\frac{\beta^2}{2}+\beta^2r\right).$$

The last form drops the term $-\beta^4/8$ of $1/\gamma$, which is negligible beside $\beta^2r$ only when $\beta^2\ll8r$; at 3000 m/s the ratio $\beta^2/(8r)$ is about 0.002. At this speed the total shift is $-0.123$ MHz, or $-123$ kHz. The recoil remnant $\beta^2r\nu_0$ is 1.34 mHz.

The remnant has a simple origin. In the atom's initial rest frame the two photon momenta do not cancel. If the beams lie along the motion, the photons have different frequencies there. If the beams lie across it, the frequencies are equal, but both photons are tilted backwards. One argument covers every beam direction: the total momentum of the photons in the laboratory is zero and their total energy is $2h\nu$, so in the atom's frame they carry a net momentum of size $\gamma\beta(2h\nu)/c$, directed against the laboratory motion. The corresponding recoil energy is

$$\frac{(\gamma\beta\,2h\nu)^2}{2M_gc^2}\approx\beta^2\,\frac{(h\nu_0)^2}{2M_gc^2}=\beta^2r\,h\nu_0 .$$

This also explains a feature of the laboratory description. There the momentum is unchanged while the mass grows, so the atom slows from $v$ to about $v(1-2r)$, although it received no net momentum. In its own initial frame it is pushed backwards at the speed $2rv$ by the net momentum of the photons. The two accounts agree.

### Two photons from one beam

Both photons may also come from the same beam. They then carry total energy $W=2h\nu$ and total momentum $W/c$, just as a single photon of energy $W$ would. The one-photon balance applies with $h\nu$ replaced by $W$. The summed frequency has the full recoil and Doppler shifts, which for light along the motion is again 24 690.975 MHz. The cancellation thus comes from taking one photon from each direction, not from the use of two photons.

The two processes can still coincide for atoms with one particular small velocity component along the beam. To first order, the one-beam shift vanishes when $\beta\cos\theta=-r$, that is, for a velocity component $-rc=-1.63$ m/s along the beam. This is half the recoil speed. The two photons reverse that component from $-1.63$ to $+1.63$ m/s, so the momentum transfer leaves the kinetic energy unchanged, and the recoil and first-order Doppler shifts cancel. Only the mass shift $-\nu_0\beta^2/2$ is left, as for opposite photons.

## Comparison of estimate and solution

| Shift at 3000 m/s | Scaling | Solution |
|---|---|---|
| Recoil, one photon | 26.8 MHz | 13.4 MHz |
| First-order Doppler | 24 700 MHz | 24 677 MHz |
| Second-order Doppler | −0.247 MHz | −0.123 MHz |

The recoil and the second-order shift are each overestimated by a factor of two, for the same reason: both derive from a kinetic energy $p^2/(2M)$, and the estimate dropped the 2. The first-order term comes from the cross term $2\mathbf p\cdot\hbar\mathbf k$ in the square, whose factor 2 cancels the one in the denominator. The scaling value is therefore right there, apart from rounding.

The estimate also predicted correctly what survives with opposite photons. It missed the remnant $\beta^2r\nu_0$, which is smaller than the one-photon recoil by the factor $\beta^2\approx10^{-10}$.

The formulas also show which effect matters at which speed. For light along the motion, the first-order Doppler shift equals the recoil at $\beta=r$, or 1.63 m/s, and exceeds it for faster atoms. For light across the motion, the second-order shift cancels the recoil when $\beta^2/2=r$. This gives $\beta=\sqrt{2r}=1.04\times10^{-4}$, a speed of about $3.1\times10^4$ m/s.

## When the cancellation fails

The result for opposite photons rests on zero total photon momentum in the laboratory. If the beams miss exact opposition by a small angle $\varepsilon$, the net momentum has magnitude

$$\frac{2h\nu}{c}\sin\frac{\varepsilon}{2}\approx\frac{h\nu\,\varepsilon}{c}\approx\frac{h\nu_0\,\varepsilon}{2c},$$

and points nearly at right angles to the beams. An atom moving in that direction has a residual first-order shift $\nu_0\beta\varepsilon/2$. It equals the second-order shift in size when $\varepsilon=\beta$, which at 3000 m/s is only $10^{-5}$ rad. The residual recoil is $r\nu_0\varepsilon^2/4$, since the recoil energy is quadratic in the momentum.

If the beams are exactly opposite but have different frequencies $\nu_1$ and $\nu_2$, the net momentum is $h(\nu_1-\nu_2)/c$ along the first beam. The summed frequency then acquires the first-order shift $\beta(\nu_1-\nu_2)\cos\theta$, with $\theta$ measured from that beam.

Even with ideal beams the second-order shift remains. It has the same sign for every direction of motion, so averaging over directions does not remove it. It is proportional to $v^2$, and halving the speed reduces it to a quarter. Finally, the balance assumes a free atom before and after absorption. For a trapped atom, the free kinetic energies must be replaced by the energies of its motional states in the trap.

The numerical output below lists the shifts with further digits.

## Computed values

```
Hydrogen, reduced-mass Schroedinger interval n=1 to n=2
transition frequency nu0: 2.46604 10^15 Hz
same from radial diagonalization: 2.46585 10^15 Hz
transition energy h nu0: 10.1987 eV
atomic rest energy M_g c^2: 938.783 MeV
one-photon wavelength c/nu0: 121.568 nm
two-photon laser wavelength: 243.137 nm
relative recoil shift r: 5.4319e-09 (no unit)
Atom initially at rest
recoil shift in absorption: 13.395 MHz
recoil energy: 5.540e-08 eV
recoil speed: 3.257 m/s
emission shift: -13.395 MHz
absorption minus emission: 26.790 MHz
Moving atom; shifts are summed photon frequency minus nu0
chosen speed: 3000 m/s
beta: 1.00069e-05 (no unit)
first-order Doppler nu0*beta: 24677.456 MHz
second-order Doppler -nu0*beta^2/2: -123.473 kHz
one photon along motion: 24690.975 MHz
one photon against motion: -24663.938 MHz
one photon across motion: 13.272 MHz
across, Newtonian, mass changed: 13.272 MHz
across, Newtonian, mass frozen: 13.395 MHz
two photons, one beam along motion: 24690.975 MHz
two opposite photons: -123.473 kHz
recoil remnant, opposite photons: 1.341 mHz
```
